# Relative Richardson constants of silicon for (100) and (111) contacts

## Problem

The conduction band of silicon has six equivalent valleys, two on each cube axis. Near its minimum each valley is an ellipsoid with mass $m_l=0.98$ along its own cube axis and $m_t=0.19$ in the two perpendicular directions, in units of the electron mass. A metal contact is made on a flat silicon face, and electrons cross the barrier by thermionic emission. The saturation current density is written

$$J=A^*T^2e^{-\Phi/\tau},\qquad \tau=k_BT,$$

where $T$ is the temperature and $\Phi$ is the height of the conduction-band edge at the barrier top above the metal Fermi level. For free electrons of unit mass the prefactor is the Richardson constant $A_0$.

Find $A^*/A_0$ for (100) and (111) contacts. Decide whether another orientation can give a larger or smaller value. Then judge how much the difference between the two faces matters in a contact with a barrier of 0.65 eV and a doping of $10^{16}$ cm$^{-3}$ at 300 K.

The ideal model assumes parabolic valleys and Boltzmann occupation at the barrier top. Every electron moving towards the metal there is transmitted, whatever its momentum along the interface. There is no scattering near the top, no tunnelling and no image force. Currents are given as magnitudes. The algebra uses atomic units, $\hbar=m_e=e=1$, in which $\tau$ is an energy.

## First estimate by scaling

Current density is carrier density times speed. In an isotropic valley of mass $m$, thermal wave vectors are of order $(m\tau)^{1/2}$. The occupied volume of wave-vector space therefore scales as $(m\tau)^{3/2}$ and the speed as $(\tau/m)^{1/2}$, so that

$$J\sim (m\tau)^{3/2}\left(\frac{\tau}{m}\right)^{1/2}e^{-\Phi/\tau}=m\tau^2e^{-\Phi/\tau}.$$

The unknown numerical factor is the same for every isotropic mass and cancels against the free-electron case. One isotropic valley thus contributes $m$ to $A^*/A_0$.

An ellipsoid has no single mass. The volume it occupies is governed by the product of its three masses, which suggests the density-of-states mass

$$m_d=(m_lm_t^2)^{1/3}=(0.98\times0.19^2)^{1/3}=0.328.$$

With six valleys the estimate is

$$\frac{A^*}{A_0}\approx6m_d=1.97.$$

This fixes the size, but gives the same answer for every face. The density is indeed independent of the contact direction. The speed towards the metal is not, and the estimate has used $m_d$ for that as well.

## Exact solution within the model

### One valley

Measure the wave vector $\mathbf k$ from the centre of the valley. With principal masses $m_1,m_2,m_3$,

$$E=\tfrac12\mathbf k^{\mathsf T}W\mathbf k,\qquad W=\mathrm{diag}(1/m_1,1/m_2,1/m_3),\qquad \mathbf v=W\mathbf k.$$

Let $\mathbf n$ be the unit normal pointing into the metal. With two spin states and a density $1/(2\pi)^3$ of wave vectors per unit volume, the emitted current is

$$J=\frac{2}{(2\pi)^3}\int_{\mathbf v\cdot\mathbf n>0}(\mathbf v\cdot\mathbf n)\,e^{-(\Phi+E)/\tau}\,d^3k.$$

Split $\mathbf k$ into a normal component $k_n$ and a two-component lateral vector $\mathbf q$. At fixed $\mathbf q$ the energy is a parabola in $k_n$, and its slope is the normal velocity, $\mathbf v\cdot\mathbf n=\partial E/\partial k_n$. The condition of positive velocity selects the branch on which $E$ rises from its minimum $E_{\min}(\mathbf q)$ to infinity. Hence

$$\int_{\mathbf v\cdot\mathbf n>0}(\mathbf v\cdot\mathbf n)e^{-E/\tau}dk_n=\int_{E_{\min}}^{\infty}e^{-E/\tau}dE=\tau e^{-E_{\min}(\mathbf q)/\tau}.$$

The normal mass has dropped out of this integral: a lighter mass gives faster electrons but fewer states per energy interval. Only the lateral dependence of $E_{\min}$ remains.

To find it, write the quadratic form in the rotated axes:

$$E=\tfrac12\left(wk_n^2+2k_n\,\mathbf b\cdot\mathbf q+\mathbf q^{\mathsf T}C\mathbf q\right),\qquad w=\mathbf n^{\mathsf T}W\mathbf n.$$

Here $\mathbf b$ holds the coupling between normal and lateral motion, and $C$ is the lateral block of $W$. Completing the square gives

$$E=\tfrac12w\left(k_n+\frac{\mathbf b\cdot\mathbf q}{w}\right)^2+\tfrac12\mathbf q^{\mathsf T}P\mathbf q,\qquad P=C-\frac{\mathbf b\mathbf b^{\mathsf T}}{w}.$$

The first term vanishes at the minimum, so $E_{\min}=\tfrac12\mathbf q^{\mathsf T}P\mathbf q$. The shift of $k_n$ is a shear, whose determinant is one. It turns $W$ into a matrix with the separate blocks $w$ and $P$, and therefore

$$\det W=w\det P.$$

Along the two eigenvectors of $P$, with eigenvalues $p_1,p_2$, the lateral integral is a product of two Gaussian integrals:

$$\int e^{-\mathbf q^{\mathsf T}P\mathbf q/2\tau}d^2q=\sqrt{\frac{2\pi\tau}{p_1}}\sqrt{\frac{2\pi\tau}{p_2}}=\frac{2\pi\tau}{\sqrt{\det P}}.$$

Collecting factors,

$$J=\frac{2}{8\pi^3}\,\tau\,\frac{2\pi\tau}{\sqrt{\det P}}\,e^{-\Phi/\tau}=\frac{\tau^2}{2\pi^2}\,m_A\,e^{-\Phi/\tau},\qquad m_A=\sqrt{\frac{w}{\det W}}.$$

Since $w=\sum_i n_i^2/m_i$ and $1/\det W=m_1m_2m_3$,

$$m_A=\sqrt{n_1^2m_2m_3+n_2^2m_3m_1+n_3^2m_1m_2}.$$

For unit masses the root is one because $\mathbf n$ is a unit vector. The prefactor $1/(2\pi^2)$ is thus the free-electron constant. Restoring units gives $A_0=em_ek_B^2/(2\pi^2\hbar^3)=4\pi em_ek_B^2/h^3=120.17$ A cm$^{-2}$ K$^{-2}$. Each valley adds its own $m_A$ to $A^*/A_0$.

If the normal lies along a principal axis, $m_A$ is the geometric mean of the two lateral masses. Heavy lateral masses favour emission because they place more lateral states within a thermal energy of the barrier top.

### The two faces

On (100), the two valleys on the normal have lateral masses $m_t,m_t$ and contribute $m_t=0.190$ each. The other four have lateral masses $m_l,m_t$ and contribute $\sqrt{m_lm_t}=0.4315$ each. Thus

$$\left(\frac{A^*}{A_0}\right)_{100}=2m_t+4\sqrt{m_lm_t}=0.380+1.726=2.11.$$

The four side valleys carry 82% of this emission.

On (111), $n_1^2=n_2^2=n_3^2=1/3$, and all six valleys contribute equally:

$$\left(\frac{A^*}{A_0}\right)_{111}=6\sqrt{\frac{m_t^2+2m_lm_t}{3}}=6\times0.3690=2.21.$$

The (111) value is larger by 5.1%. These digits depend on the longitudinal mass. With $m_l=0.916$, the cyclotron-resonance value, the results are 2.05 and 2.15, a difference of 4.8%.

### Every other face

A valley on cube axis $i$ contributes $f(x_i)$, where $x_i=n_i^2$ and

$$f(x)=\sqrt{m_lm_t+x(m_t^2-m_lm_t)}.$$

The two valleys on each axis give the total $S=2[f(x_1)+f(x_2)+f(x_3)]$, with $x_1+x_2+x_3=1$. The square root of a linear function is concave, so the mean of three values of $f$ cannot exceed $f$ at the mean argument:

$$S\le6f(1/3).$$

This is the (111) result. A concave function also lies on or above its chord from $x=0$ to $x=1$, so $f(x)\ge(1-x)f(0)+xf(1)$. Summing over the axes gives

$$S\ge2[2f(0)+f(1)]=4\sqrt{m_lm_t}+2m_t,$$

which is the (100) result. The two requested faces are therefore the extremes. A (110) contact has $x=1/2,1/2,0$ and gives

$$4\sqrt{\frac{m_t^2+m_lm_t}{2}}+2\sqrt{m_lm_t}=2.20,$$

which lies between them.

The ordering does not depend on $m_l>m_t$. For equal masses $m$ all faces give $6m$. For $m_l\gg m_t$ the ratio of (111) to (100) tends to $6\sqrt{2/3}/4=\sqrt{3/2}$. For $m_l\ll m_t$ it tends to $(6/\sqrt3)/2=\sqrt3$.

## Comparison of estimate and solution

The estimate of 1.97 is 6.5% below the (100) result and 11% below the (111) result. The reason can be read from the exact formula. Define the normal mass by $1/m_n=w$. Since $m_1m_2m_3=m_d^3$,

$$m_A=\frac{m_d^{3/2}}{m_n^{1/2}}.$$

This is the scaling law, density times speed, with the two masses kept apart. The estimate replaced $m_n$ by $m_d$.

On (111) every valley has $1/m_n=(1/m_l+2/m_t)/3$, so $m_n$ is the conductivity mass $m_c=0.260$. The correction to the estimate is the factor $\sqrt{m_d/m_c}=1.12$, which takes 1.97 to 2.21. Using $m_c$ for both density and speed would give $6m_c=1.56$, a worse estimate, because it undercounts the states.

On (100) the errors have opposite signs. Relative to $m_d$, the two on-axis valleys emit less, by the factor $0.190/0.328=0.58$, and the four side valleys emit more, by $0.4315/0.328=1.31$. Their partial cancellation explains why the estimate does better on this face.

It is nevertheless low there too. The mean contribution on (100) is $\tfrac13m_t+\tfrac23\sqrt{m_lm_t}$. By the inequality between arithmetic and geometric means, this is at least $m_t^{1/3}(m_lm_t)^{1/3}=m_d$. Since (100) is the minimum over all faces, $6m_d$ is a lower bound for every orientation in this model.

## What the difference means in a contact

At 300 K, $\tau=0.02585$ eV. Multiplication by $A_0$ gives $A^*=253$ and 266 A cm$^{-2}$ K$^{-2}$ for (100) and (111). For the same barrier on both faces,

$$J_{100}=253.1\times300^2\times e^{-0.65/0.02585}=2.74\times10^{-4}\ \text{A cm}^{-2},$$

and $J_{111}=2.88\times10^{-4}$ A cm$^{-2}$. A barrier change of $\tau\ln1.051=0.0013$ eV would have the same effect as the change of face. Using $A_0$ in place of $A^*$ on (100) would shift an inferred barrier by $\tau\ln2.106=0.019$ eV. The following estimates show which omitted effects are larger.

**Image force.** The effective density of states is $N_c=12(m_d\tau/2\pi)^{3/2}=2.83\times10^{19}$ cm$^{-3}$. At zero bias the band bending is $\phi_b=\Phi-\tau\ln(N_c/N)=0.4445$ eV for doping $N$. Let $\phi$ be the band-edge energy above its bulk value. Poisson's equation is

$$\phi''=\frac{4\pi N}{\epsilon_r}\left(1-e^{-\phi/\tau}\right).$$

Multiplying by $\phi'$ and integrating from the bulk to the contact gives the squared field,

$$F^2=\frac{8\pi N}{\epsilon_r}(\phi_b-\tau),$$

where a term $\tau e^{-\phi_b/\tau}$ has been dropped. With $\epsilon_r=11.7$, $F=0.036$ MV/cm.

Near the metal the potential energy is $V=-Fx-b/x$, with $b=1/(4\epsilon_r)$. Setting $V'=0$ gives $x_m=\sqrt{b/F}=2.9$ nm. The maximum lies $2\sqrt{bF}=0.021$ eV below the original barrier top, so the current rises by the factor $e^{2\sqrt{bF}/\tau}=2.26$. This is far more than the 5% between faces.

**Tunnelling and reflection.** The completed square shows that normal motion has mass $m_n$. Around its top the barrier is an inverted parabola of frequency $\omega=\sqrt{2F/(m_nx_m)}$, whose transmission at energy $\varepsilon$ from the top is $1/(1+e^{-2\pi\varepsilon/\omega})$. With $u=\omega/2\tau<\pi$, the thermal average relative to classical emission is

$$\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/\tau}}{1+e^{-2\pi\varepsilon/\omega}}\frac{d\varepsilon}{\tau}=\frac{u}{\sin u}.$$

The substitution $t=e^{-2\pi\varepsilon/\omega}$ reduces this to the standard integral $\int_0^\infty t^{s-1}dt/(1+t)=\pi/\sin\pi s$ with $s=u/\pi$. For $m_n=m_t$, $\omega=0.031$ eV and the factor is 1.064. For $m_n=m_l$ it is 1.012. Weighted by valley emission, the result is about 1.05 on both faces.

The parabola is a local fit. For $m_n=m_t$, a numerical WKB integral through the image-force barrier below the top, with the parabola kept above it, gives 1.045 instead of 1.064. Both numbers describe a smooth barrier top with no reflection from the metal side. That assumption is not safe here: for $m_n=m_t$ the oscillator length $(m_n\omega)^{-1/2}$ is 3.6 nm, longer than the distance $x_m$ to the metal.

To see the possible size of the reflection, let the image potential end at an abrupt free-electron metal whose band bottom lies 5 to 10 eV below the barrier top. In the metal, the lateral energy of each valley, estimated below, is not available for normal motion. Solve the one-dimensional effective-mass equation with this included, keeping $\psi$ and $\psi'/m$ continuous at the interface and cutting off the image potential within 0.3 nm of the metal. Averaged thermally and over the valleys, the current relative to classical emission over the lowered top is about 0.6 for 5 eV and 0.4 for 10 eV. The result depends strongly on the matching: with $\psi'$ continuous instead, it falls to about 0.13 to 0.26. In all these variants (100) transmits more than (111), enough to reverse the ideal ordering, with $J_{111}/J_{100}$ between about 0.84 and 0.96. Reflection can thus reduce the current by a factor of about two or more, and its dependence on the face can outweigh the 5%. The model is too crude to fix either number for a real interface.

**Finite supply.** Carriers must also reach the top. Let $\eta=e^{E_F/\tau}$ for the local quasi-Fermi energy $E_F$, and measure $V$ from the top. Drift-diffusion with mobility $\mu$ gives $J=\mu\tau N_ce^{-V/\tau}d\eta/dx$. Integration from top to bulk yields

$$J=v_DN_c(\eta_{\rm bulk}-\eta_{\rm top}),\qquad v_D=\frac{\mu\tau}{\int e^{V/\tau}dx}.$$

Emission gives $J=v_RN_c(\eta_{\rm top}-\eta_{\rm metal})$, with $v_R=A^*T^2/(eN_c)$. Eliminating $\eta_{\rm top}$ multiplies the ideal current by $1/(1+v_R/v_D)$. For a rough mobility of 1000 cm$^2$/Vs and the parabolic depletion profile without image force, numerical integration gives $v_D=3.5\times10^7$ cm/s. On (100), $v_R=5.0\times10^6$ cm/s, and the factor is 0.87. With the image-rounded profile it is 0.82 to 0.84. The same mobility implies a mean free path of roughly 30 nm, whereas the barrier falls by $\tau$ within about 7 nm of the top (10 nm with image rounding). Drift-diffusion is therefore unreliable there, and the factor is only a rough indication of size.

**Nonparabolicity.** Replace $E$ by $E(1+\alpha E)$ in the dispersion relation. The lateral area below energy $E$ becomes $2\pi E(1+\alpha E)/\sqrt{\det P}$. Its derivative, weighted by $e^{-E/\tau}$, integrates to the old result times $1+2\alpha\tau$. With a rough $\alpha=0.5$ eV$^{-1}$ this is 1.026 for both faces.

**Lateral momentum.** At a smooth interface that conserves lateral momentum, an electron entering a free-electron metal needs a state there with kinetic energy of at least $q_0^2/2$, measured from the bottom of the metal's band, where $q_0$ is the lateral position of the valley centre. Take valleys at 0.85 of $2\pi/a$ with $a=0.543$ nm, both rough values. The (100) side valleys then need about 3.7 eV. On (111), projection leaves two thirds of the squared wave vector, and the requirement is about 2.5 eV. If the metal had no states meeting the (100) condition, the side valleys would be blocked and $A^*/A_0$ would fall from 2.11 to 0.38. Real metal bands can differ from free-electron bands, so this is a limiting case.

**Reading a Richardson plot.** Suppose the barrier falls linearly, $\Phi=\Phi_0-\beta T$. Then

$$e^{-\Phi/k_BT}=e^{\beta/k_B}e^{-\Phi_0/k_BT}.$$

A plot of $\ln(J/T^2)$ against $1/T$ returns $\Phi_0$ and the prefactor $A^*e^{\beta/k_B}$. For a rough $\beta=10^{-4}$ eV/K and 0.65 eV at 300 K, the apparent barrier is 0.68 eV and the apparent constant is 3.2 times too large.

For the example contact with all valleys open, image-force lowering raises the current by a factor of 2.26, while reflection at an abrupt metal can lower it by a factor of about two or more, depending on the interface. Either effect is much larger than the 5% between faces. Transistor source and drain contacts are doped far more heavily, roughly $10^{20}$ cm$^{-3}$. The depletion width is $2(\phi_b-\tau)/F$, about 230 nm in the example, and scales as $N^{-1/2}$ at fixed band bending. It would shrink to about 2 nm by this scaling, or about 3 nm once the larger band bending at high doping is included. Tunnelling through such a thin barrier can no longer be treated as a small correction. The ratios 2.11 and 2.21 still describe ideal emission over the top, but they do not give the current of such a contact.

Numbers in the example were calculated in double precision.
